# Median nearest-neighbour distance of randomly placed donors: a program that tests the result

```python
"""
Result under test: for independent, uniformly random donors of density n,
the nearest-neighbour distance r has F(r) = 1 - exp(-4 pi n r^3 / 3), and
its median is (3 ln 2 / (4 pi n))^(1/3), about 11.8 nm at n = 1e17 cm^-3.

Lengths are in nm, densities in nm^-3 unless a name says otherwise.
donor_radius is the effective Bohr radius of a hydrogenic donor.
bjerrum is the distance at which two bare donor ions in the crystal have
a repulsion energy kT; screening is the Debye length of the electrons.
CdTe inputs are rough typical values. Simulations use fixed random seeds.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.spatial import cKDTree
from scipy.special import gamma

density_cm3 = 1.0e17
density = density_cm3 / 1.0e21
permittivity = 10.0
mass_ratio = 0.10
lattice_constant = 0.65
freeze_temperature = 800.0
rng = np.random.default_rng(12345)


def distance_at_fraction(fraction, n):
    """Distance within which this fraction of donors has a neighbour."""
    return (-3.0 * np.log(1.0 - fraction) / (4.0 * np.pi * n)) ** (1 / 3)


def fraction_within(r, n):
    return 1.0 - np.exp(-4.0 * np.pi * n * r**3 / 3.0)


def finite_box_median(count, side):
    """Median for count donors in a periodic cube, before Poisson limit."""
    volume_fraction = 1.0 - 2.0 ** (-1.0 / (count - 1))
    return side * (3.0 * volume_fraction / (4.0 * np.pi)) ** (1 / 3)


def nearest_distances(points, side):
    tree = cKDTree(points, boxsize=side)
    return tree.query(points, k=2)[0][:, 1]


median = distance_at_fraction(0.5, density)
lower_quartile = distance_at_fraction(0.25, density)
upper_quartile = distance_at_fraction(0.75, density)
mean = gamma(4 / 3) * (3.0 / (4.0 * np.pi * density)) ** (1 / 3)
cube_spacing = density ** (-1 / 3)
beyond_cube_spacing = np.exp(-4.0 * np.pi / 3.0)

# Random donors placed in a periodic cube: no distribution law is assumed.
donor_count = 100000
side = (donor_count / density) ** (1 / 3)
sample = nearest_distances(rng.random((donor_count, 3)) * side, side)
sample_median = np.median(sample)
assert abs(sample_median / median - 1) < 0.01
assert abs(np.quantile(sample, 0.25) / lower_quartile - 1) < 0.015
assert abs(np.quantile(sample, 0.75) / upper_quartile - 1) < 0.01
assert abs(sample.mean() / mean - 1) < 0.01
assert abs(np.mean(sample > cube_spacing) - beyond_cube_spacing) < 0.003
mean_integral = quad(lambda r: 1 - fraction_within(r, density), 0, 100)[0]
assert abs(mean_integral / mean - 1) < 1e-7

# Eight times as many donors in the same cube should halve the median.
dense = nearest_distances(rng.random((8 * donor_count, 3)) * side, side)
density_ratio = sample_median / np.median(dense)
assert abs(density_ratio - 2.0) < 0.03

# With only 20 donors the finite-number law differs from the limit.
small_count = 20
small_side = (small_count / density) ** (1 / 3)
offsets = (rng.random((100000, small_count - 1, 3)) - 0.5) * small_side
small_sample = np.sqrt((offsets**2).sum(axis=2)).min(axis=1)
small_median = finite_box_median(small_count, small_side)
assert abs(np.median(small_sample) / small_median - 1) < 0.007
assert small_median / median - 1 > 0.008

# Hydrogenic donor radius and binding energy, checked on a radial grid.
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9
rydberg_ev = const.physical_constants["Rydberg constant times hc in eV"][0]
donor_radius = bohr_nm * permittivity / mass_ratio
binding_ev = rydberg_ev * mass_ratio / permittivity**2
step = 0.05
radius = step * np.arange(1, 2001)
kinetic = const.hbar**2 / (2 * mass_ratio * const.m_e) / const.e * 1e18
coulomb = const.e / (4 * np.pi * const.epsilon_0 * permittivity) * 1e9
diagonal = 2 * kinetic / step**2 - coulomb / radius
off_diagonal = np.full(radius.size - 1, -kinetic / step**2)
levels, states = eigh_tridiagonal(
    diagonal, off_diagonal, select="i", select_range=(0, 0))
assert abs(-levels[0] / binding_ev - 1) < 1e-3
peak_radius = radius[np.argmax(np.abs(states[:, 0]))]
assert abs(peak_radius - donor_radius) < 2 * step
close_fraction = fraction_within(2 * donor_radius, density)
assert abs(np.mean(sample < 2 * donor_radius) - close_fraction) < 0.01
mott_product = density ** (1 / 3) * donor_radius

# Donors restricted to the face-centred cubic cation sites.
site_density = 4.0 / lattice_constant**3
occupation = density / site_density
reach = int(np.ceil(14.0 / (lattice_constant / 2)))
index = np.arange(-reach, reach + 1)
ix, iy, iz = np.meshgrid(index, index, index, indexing="ij")
allowed = (ix + iy + iz) % 2 == 0
squares = np.sort((ix**2 + iy**2 + iz**2)[allowed])[1:]
sites_needed = int(np.ceil(np.log(0.5) / np.log1p(-occupation)))
lattice_median = lattice_constant / 2 * np.sqrt(squares[sites_needed - 1])
assert lattice_median < 14.0
assert abs(lattice_median - median) < 0.03

# A donor on a flat surface, with all others on one side of the plane.
surface_median = 2 ** (1 / 3) * median
half_count = 60
half_side = (half_count / density) ** (1 / 3)
half_points = rng.random((20000, half_count, 3)) * half_side
half_points[:, :, :2] -= half_side / 2
half_sample = np.sqrt((half_points**2).sum(axis=2)).min(axis=1)
assert abs(np.median(half_sample) / surface_median - 1) < 0.015

low_density_median = distance_at_fraction(0.5, 0.9 * density)

# Mobile ionised donors repel each other before they freeze in place.
thermal_ev = const.k * freeze_temperature / const.e
bjerrum = coulomb / thermal_ev
screening = 1.0 / np.sqrt(4.0 * np.pi * bjerrum * density)
box_count, ion_count = 60, 100
ion_side = (ion_count / density) ** (1 / 3)


def simulated_median(coupling, generator):
    """Metropolis sampling of ions with screened repulsion, many boxes."""
    ions = generator.random((box_count, ion_count, 3)) * ion_side

    def energy(point, moved):
        gap = ions - point[:, None, :]
        gap -= ion_side * np.round(gap / ion_side)
        r = np.sqrt((gap**2).sum(axis=2))
        r[:, moved] = np.inf
        return (coupling * np.exp(-r / screening) / r).sum(axis=1)

    collected = []
    for sweep in range(36):
        for moved in range(ion_count):
            trial = generator.random((box_count, 3)) * ion_side
            change = energy(trial, moved) - energy(ions[:, moved], moved)
            chance = np.exp(-np.maximum(change, 0.0))
            accept = generator.random(box_count) < chance
            ions[accept, moved] = trial[accept]
        if sweep >= 10 and sweep % 2 == 0:
            for box in ions:
                collected.append(nearest_distances(box, ion_side))
    return np.median(np.concatenate(collected))


free_median = simulated_median(0.0, np.random.default_rng(7))
repelled_median = simulated_median(bjerrum, np.random.default_rng(8))
assert abs(free_median / finite_box_median(ion_count, ion_side) - 1) < 0.015
repulsion_shift = repelled_median - free_median
assert repulsion_shift > 0.15

assert abs(median - 11.8) < 0.05

print(f"Donor density: {density_cm3:.1e} cm^-3")
print(f"Donor density converted: {density:.1e} nm^-3")
print(f"ln 2: {np.log(2):.5f}")
print(f"Median sphere volume: {np.log(2) / density:.1f} nm^3")
print(f"Cube of median distance: {median**3:.1f} nm^3")
print(f"Median nearest-neighbour distance: {median:.2f} nm")
print(f"Same, converted: {median * 1e-7:.3e} cm")
print(f"Median from {donor_count} random donors: {sample_median:.2f} nm")
print(f"Lower quartile: {lower_quartile:.2f} nm")
print(f"Upper quartile: {upper_quartile:.2f} nm")
print(f"Mean nearest-neighbour distance: {mean:.2f} nm")
print(f"Cube-root spacing n^(-1/3): {cube_spacing:.2f} nm")
print(f"Fraction beyond cube-root spacing: {beyond_cube_spacing:.4f}")
print(f"Simulated median ratio, n to 8n: {density_ratio:.3f}")
print(f"CdTe relative permittivity (rough): {permittivity:.0f}")
print(f"CdTe effective mass ratio (rough): {mass_ratio:.2f}")
print(f"CdTe lattice constant (rough): {lattice_constant:.2f} nm")
print(f"Donor radius: {donor_radius:.2f} nm")
print(f"Isolated-donor binding energy: {binding_ev * 1000:.1f} meV")
print(f"Median distance / donor radius: {median / donor_radius:.2f}")
print(f"Fraction with neighbour within 2 radii: {close_fraction:.3f}")
print(f"Mott product n^(1/3) a: {mott_product:.3f}")
print(f"Fraction of cation sites occupied: {occupation:.2e}")
print(f"Median on cation sites: {lattice_median:.2f} nm")
print(f"Median for a surface donor: {surface_median:.2f} nm")
print(f"Median at 10% lower density: {low_density_median:.2f} nm")
print(f"Freeze-in temperature (rough): {freeze_temperature:.0f} K")
print(f"Bjerrum length at freeze-in: {bjerrum:.2f} nm")
print(f"Electron screening length: {screening:.1f} nm")
print(f"Simulated median, no repulsion: {free_median:.2f} nm")
print(f"Simulated median, with repulsion: {repelled_median:.2f} nm")
print(f"Shift from repulsion: {repulsion_shift:.1f} nm")
print("all assertions hold")
```

Printed output:

```
Donor density: 1.0e+17 cm^-3
Donor density converted: 1.0e-04 nm^-3
ln 2: 0.69315
Median sphere volume: 6931.5 nm^3
Cube of median distance: 1654.8 nm^3
Median nearest-neighbour distance: 11.83 nm
Same, converted: 1.183e-06 cm
Median from 100000 random donors: 11.83 nm
Lower quartile: 8.82 nm
Upper quartile: 14.90 nm
Mean nearest-neighbour distance: 11.93 nm
Cube-root spacing n^(-1/3): 21.54 nm
Fraction beyond cube-root spacing: 0.0152
Simulated median ratio, n to 8n: 2.000
CdTe relative permittivity (rough): 10
CdTe effective mass ratio (rough): 0.10
CdTe lattice constant (rough): 0.65 nm
Donor radius: 5.29 nm
Isolated-donor binding energy: 13.6 meV
Median distance / donor radius: 2.24
Fraction with neighbour within 2 radii: 0.391
Mott product n^(1/3) a: 0.246
Fraction of cation sites occupied: 6.87e-06
Median on cation sites: 11.82 nm
Median for a surface donor: 14.90 nm
Median at 10% lower density: 12.25 nm
Freeze-in temperature (rough): 800 K
Bjerrum length at freeze-in: 2.09 nm
Electron screening length: 19.5 nm
Simulated median, no repulsion: 11.89 nm
Simulated median, with repulsion: 12.26 nm
Shift from repulsion: 0.4 nm
all assertions hold
```
